# Local potential of the hydrogen 2s–1s pseudo-orbital that vanishes at the origin: a program that tests the result

```python
"""
Phillips-Kleinman pseudo-orbital of hydrogen (Hartree atomic units, l = 0).
chi = R2s + c R1s, with c chosen so that chi(0) = 0, and u = r chi.
Result under test: the local potential V = E2 + u''/(2u) equals
    V(r) = -1/r + (3/8) / (1 + (r/2 - 1) exp(r/2)),
with V = 3/r^2 - 2/r + 7/48 - r/90 + ... near zero and V -> -1/r far out.
E1 = -1/2 and E2 = -1/8 are the 1s and 2s energies.
k is the mixing in the unnormalized form (1-r/2)exp(-r/2) + k exp(-r).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, roots_laguerre

mp.mp.dps = 40
E1, E2 = -0.5, -0.125


def R1s(r):
    return 2 * np.exp(-r)


def R2s(r):
    return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)


def V_closed(r):
    return -1 / r + 0.375 / (1 + (r / 2 - 1) * np.exp(r / 2))


def invert(u, r):
    """Potential from the definition, by high-precision differentiation."""
    r = mp.mpf(r)
    return mp.mpf(-1) / 8 + mp.diff(u, r, 2) / (2 * u(r))


def u_mix(k):
    return lambda r: r * ((1 - r / 2) * mp.exp(-r / 2) + k * mp.exp(-r))


# Mixing coefficient, norm and core overlap from the normalized orbitals
c = -R2s(0.0) / R1s(0.0)


def chi(r):
    return R2s(r) + c * R1s(r)


norm = quad(lambda r: (r * chi(r))**2, 0, 80, epsabs=1e-12, limit=200)[0]
overlap = quad(lambda r: r * r * chi(r) * R1s(r), 0, 80,
               epsabs=1e-12, limit=200)[0]
assert abs(norm - 9 / 8) < 1e-9
assert abs(overlap - c) < 1e-9
k_origin = 2 * np.sqrt(2) * c
assert abs(k_origin + 1) < 1e-14
print(f"mixing coefficient c = {c:.6f}")
print(f"squared norm of chi = {norm:.6f}")
print(f"overlap of chi with 1s = {overlap:.6f}")

# Closed form against direct inversion of the radial equation
u_pseudo = u_mix(-1)
for r in (0.1, 0.5, 1.0, 2.0, 5.0, 12.0, 30.0):
    exact = float(invert(u_pseudo, r))
    assert abs(V_closed(r) - exact) < 1e-10 * max(1, abs(exact))

# Expansion near zero, directly from the Taylor series of u
x = sp.symbols("r", positive=True)
u_sym = x * ((1 - x / 2) * sp.exp(-x / 2) - sp.exp(-x))
u_poly = sp.expand(sp.series(u_sym, x, 0, 9).removeO())
scaled = sp.cancel(x**2 * (-sp.Rational(1, 8)
                           + sp.diff(u_poly, x, 2) / (2 * u_poly)))
series = sp.expand(sp.series(scaled, x, 0, 4).removeO())
coef = [series.coeff(x, n) for n in range(4)]
assert coef == [3, -2, sp.Rational(7, 48), -sp.Rational(1, 90)]
print("coefficients of r^-2, r^-1, r^0, r^1 in V (a.u.):",
      ", ".join(str(a) for a in coef))
lead = sp.Poly(u_poly, x).monoms()[-1][0]
assert lead == 3
print(f"leading power of r in u = {lead}")

# A radial function that vanishes only linearly gives 1/r^2 instead
linear = invert(lambda r: r**2 * mp.exp(-r), "1e-6") * mp.mpf("1e-12")
assert abs(linear - 1) < 1e-5
print(f"r^2 V at r = 1e-6 bohr, linear zero = {float(linear):.5f} hartree bohr^2")

# Approach to the Coulomb tail
for r in (20, 40):
    tail = invert(u_pseudo, r) + mp.mpf(1) / r
    estimate = mp.mpf(3) / 4 * mp.exp(-mp.mpf(r) / 2) / (r - 2)
    assert abs(tail / estimate - 1) < 1e-4
    print(f"V + 1/r at r = {r} bohr = {float(tail):.4e} hartree")

# Other mixtures: finite correction at the origin
for k in (-2, -0.5):
    shift = float(invert(u_mix(k), "1e-6") + mp.mpf("1e6"))
    assert abs(shift - 3 * k / (8 * (1 + k))) < 1e-4
    print(f"V + 1/r near r = 0 for k = {k}: {shift:.5f} hartree")


def R_mix(r, k):
    return (1 - r / 2) * np.exp(-r / 2) + k * np.exp(-r)


nodes = []
for k in (0.0, -0.5, -0.9, -0.99):
    nodes.append(brentq(R_mix, 1e-6, 5, args=(k,)))
    print(f"node radius for k = {k:.2f}: {nodes[-1]:.4f} bohr")
assert all(a > b for a, b in zip(nodes, nodes[1:]))
sample = np.linspace(0.001, 60, 60000)
assert np.all(R_mix(sample, -1.0) < 0)
assert np.all(R_mix(sample, -2.0) < 0)

# Table of the potential and its two limiting forms
print("r (bohr) | V | 3/r^2 | four-term series | -1/r (hartree)")
for r in (0.01, 0.1, 0.5, 1.0, 2.0, 3.0, 4.0, 8.0, 16.0):
    four = sum(float(a) * r**(n - 2) for n, a in enumerate(coef))
    print(f"{r:5.2f} | {float(invert(u_pseudo, r)):.5f} | {3/r**2:.5f}"
          f" | {four:.5f} | {-1/r:.5f}")
print(f"r^2 V at r = 0.01 bohr = {1e-4 * V_closed(0.01):.5f} hartree bohr^2")

# Shape of the potential
zero = brentq(V_closed, 1, 2)
well = minimize_scalar(V_closed, bounds=(2, 8), method="bounded",
                       options={"xatol": 1e-9})
outer = brentq(lambda r: V_closed(r) - E2, 5, 12)
inner = brentq(lambda r: V_closed(r) - E2, 1, 3)
assert abs(inner - 2) < 1e-10
assert abs(invert(u_pseudo, 2) + mp.mpf(1) / 8) < 1e-20
hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_A = physical_constants["Bohr radius"][0] * 1e10
print(f"V = 0 at r = {zero:.4f} bohr")
print(f"minimum at r = {well.x:.4f} bohr = {well.x * bohr_A:.4f} angstrom")
print(f"V at minimum = {well.fun:.5f} hartree = {well.fun * hartree_eV:.4f} eV")
print(f"turning points: {inner:.4f} and {outer:.4f} bohr")


# Radial eigenproblem in the local potential, on two uniform grids
def grid_levels(h, r_max=120.0):
    r = h * np.arange(1, round(r_max / h))
    energies, vectors = eigh_tridiagonal(
        1 / h**2 + V_closed(r), np.full(len(r) - 1, -0.5 / h**2),
        select="i", select_range=(0, 1))
    return r, energies, vectors


_, coarse, _ = grid_levels(0.02)
r_grid, fine, vectors = grid_levels(0.01)
levels = (4 * fine - coarse) / 3
u_grid = r_grid * chi(r_grid)
u_grid /= np.linalg.norm(u_grid)
match = abs(u_grid @ vectors[:, 0])
assert abs(levels[0] - E2) < 1e-7
assert match > 1 - 1e-8
assert abs(levels[1] + 1 / 18) > 1e-4
print(f"lowest s level of local V = {levels[0]:.7f} hartree"
      f" = {levels[0] * hartree_eV:.4f} eV")
print(f"second s level of local V = {levels[1]:.6f} hartree")

# Nonlocal Phillips-Kleinman operator in an orthonormal Laguerre basis
t, w = roots_laguerre(60)
P, dP = [], []
for n in range(25):
    scale = np.sqrt((n + 1) * (n + 2))
    P.append(eval_genlaguerre(n, 2, t) / scale)
    dP.append(-eval_genlaguerre(n - 1, 3, t) / scale if n else 0 * t)
P, dP = np.array(P), np.array(dP)
slope = P + t * dP - t * P / 2
H = 0.5 * (slope * w) @ slope.T - (P * w * t) @ P.T
core = (P * w) @ (2 * t**2 * np.exp(-t / 2))
bare = np.linalg.eigvalsh(H)[:3]
lifted = np.linalg.eigvalsh(H + (E2 - E1) * np.outer(core, core))[:3]
assert np.allclose(bare, [-1 / 2, -1 / 8, -1 / 18], atol=1e-8, rtol=0)
assert np.allclose(lifted, [-1 / 8, -1 / 8, -1 / 18], atol=1e-8, rtol=0)
print("bare hydrogen s levels (hartree):",
      ", ".join(f"{e:.6f}" for e in bare))
print("nonlocal operator s levels (hartree):",
      ", ".join(f"{e:.6f}" for e in lifted))
print(f"second local level minus 3s level = {levels[1] - lifted[2]:.6f} hartree")

print("done: every assertion held")
```

Output:

```
mixing coefficient c = -0.353553
squared norm of chi = 1.125000
overlap of chi with 1s = -0.353553
coefficients of r^-2, r^-1, r^0, r^1 in V (a.u.): 3, -2, 7/48, -1/90
leading power of r in u = 3
r^2 V at r = 1e-6 bohr, linear zero = 1.00000 hartree bohr^2
V + 1/r at r = 20 bohr = 1.8917e-06 hartree
V + 1/r at r = 40 bohr = 4.0681e-11 hartree
V + 1/r near r = 0 for k = -2: 0.75000 hartree
V + 1/r near r = 0 for k = -0.5: -0.37500 hartree
node radius for k = 0.00: 2.0000 bohr
node radius for k = -0.50: 1.5361 bohr
node radius for k = -0.90: 0.7833 bohr
node radius for k = -0.99: 0.2703 bohr
r (bohr) | V | 3/r^2 | four-term series | -1/r (hartree)
 0.01 | 29800.14572 | 30000.00000 | 29800.14572 | -100.00000
 0.10 | 280.14473 | 300.00000 | 280.14472 | -10.00000
 0.50 | 8.14036 | 12.00000 | 8.14028 | -2.00000
 1.00 | 1.13506 | 3.00000 | 1.13472 | -1.00000
 2.00 | -0.12500 | 0.75000 | -0.12639 | -0.50000
 3.00 | -0.21762 | 0.33333 | -0.22083 | -0.33333
 4.00 | -0.20530 | 0.18750 | -0.21111 | -0.25000
 8.00 | -0.12272 | 0.04688 | -0.14618 | -0.12500
16.00 | -0.06248 | 0.01172 | -0.14523 | -0.06250
r^2 V at r = 0.01 bohr = 2.98001 hartree bohr^2
V = 0 at r = 1.6810 bohr
minimum at r = 3.1355 bohr = 1.6593 angstrom
V at minimum = -0.21820 hartree = -5.9375 eV
turning points: 2.0000 and 7.8414 bohr
lowest s level of local V = -0.1250000 hartree = -3.4014 eV
second s level of local V = -0.056888 hartree
bare hydrogen s levels (hartree): -0.500000, -0.125000, -0.055556
nonlocal operator s levels (hartree): -0.125000, -0.125000, -0.055556
second local level minus 3s level = -0.001332 hartree
done: every assertion held
```
